# How image forces enter the apparent tunnelling barrier

**Q:** I move single atoms on copper with a tungsten tip. I am told that image forces lower my tunnelling barrier by more than an electronvolt, yet hardly change the barrier I extract from the slope of $\ln I$ against distance. The reason given is that the lowering goes as one over the gap and adds just a constant to the exponent. Is that right?

**A:** It is right for one model of the barrier, and we should first fix what is being compared. Take two flat metal electrodes whose image planes are a distance $s$ apart. An electron at the Fermi level moves along the normal and sees a barrier $U(z)$. At low bias I take the current proportional to the WKB transmission,

$$I\propto e^{-AS},\qquad A=\frac{2\sqrt{2m}}{\hbar},\qquad S(s)=\int_{z_1}^{z_2}\sqrt{U(z)}\,dz ,$$

where $z_1,z_2$ are the points at which $U=0$, or the planes themselves if $U$ stays positive. With energies in eV and lengths in nm, $A=10.25\ \mathrm{nm^{-1}\,eV^{-1/2}}$.

For a constant barrier $\phi$, $S=s\sqrt\phi$ and $d\ln I/ds=-A\sqrt\phi$. This motivates your definition of the apparent barrier:

$$\phi_{\rm app}=\left(\frac1A\frac{d\ln I}{ds}\right)^2=\left(\frac{dS}{ds}\right)^2 .$$

The size of the current is governed by a different quantity, the height of a rectangular barrier of width $s$ with the same action: $\phi_{\rm eff}=(S/s)^2$. Since $S=s\sqrt{\phi_{\rm eff}}$,

$$\sqrt{\phi_{\rm app}}=\sqrt{\phi_{\rm eff}}+s\,\frac{d\sqrt{\phi_{\rm eff}}}{ds}.$$

A barrier that rises as you retract has a positive second term. The slope then reports a higher barrier than the one that sets the current.

**Q:** Show me the model in which the statement works.

**A:** Let the barrier be flat, with height $\phi-\alpha/s$ and fixed $\alpha$. Expanding the square root for small $\alpha/(\phi s)$,

$$S=s\sqrt{\phi-\frac{\alpha}{s}}=s\sqrt\phi-\frac{\alpha}{2\sqrt\phi}-\frac{\alpha^2}{8\phi^{3/2}s}-\dots$$

The leading correction is indeed independent of $s$. It raises the current but drops out of the derivative. To see what remains, use $S^2=\phi s^2-\alpha s$, so that $2S\,dS/ds=2\phi s-\alpha$. Hence

$$\phi_{\rm app}=\frac{(2\phi s-\alpha)^2}{4(\phi s^2-\alpha s)}=\frac{(\phi-\alpha/2s)^2}{\phi-\alpha/s}.$$

The numerator equals $\phi(\phi-\alpha/s)+\alpha^2/4s^2$, which gives

$$\phi_{\rm app}=\phi+\frac{\alpha^2}{4s^2(\phi-\alpha/s)} .$$

The shift is of second order and positive. Take $\phi=4.7$ eV, $s=0.8$ nm and $\alpha=0.998$ eV nm, the value that reproduces the image lowering at mid-gap, as we shall see. The barrier falls by $0.998/0.8=1.25$ eV to 3.45 eV and the current rises 12.7 times, while the apparent barrier moves up by 0.11 eV.

**Q:** But the real image potential is not flat. It dives near each metal surface. Does the cancellation survive?

**A:** In part. We need the potential first. Put the planes at $0$ and $s$ and the electron at $z$. Repeated reflection produces images of opposite sign at distances $2(z+ns)$ and $2(s-z+ns)$ from the electron, $n=0,1,2,\dots$, and pairs of the same sign at distances $2(n+1)s$. The energy is half of charge times induced potential, because the induced charge builds up in proportion to the electron's own. With $C=e^2/4\pi\varepsilon_0=1.440$ eV nm,

$$V(z)=-\frac C4\sum_{n=0}^\infty\left[\frac1{z+ns}+\frac1{s-z+ns}-\frac2{(n+1)s}\right].$$

The separate sums diverge, so the grouping matters. Give each reflection a factor $k<1$ and let $k\to1$. The paired terms carry one factor $k$ more than the single ones, a mismatch of order $(1-k)\ln[1/(1-k)]$, which vanishes. The grouping above is therefore the metallic limit.

Write $x=z/s$ and use the digamma function, $\psi(x)=-\gamma+\sum_{n\ge0}[1/(n+1)-1/(n+x)]$, with Euler's constant $\gamma=0.577$:

$$V=-\frac{C}{4s}\,g(x),\qquad g(x)=-[2\gamma+\psi(x)+\psi(1-x)] .$$

At mid-gap each of the two sums is $\sum_n[1/(n+\tfrac12)-1/(n+1)]=2\sum_n[1/(2n+1)-1/(2n+2)]=2\ln2$. So $g(\tfrac12)=4\ln2$ and $V=-C\ln2/s$, which is where $\alpha=C\ln2$ came from.

Near the left plane, $\psi(x)=\psi(1+x)-1/x$ gives

$$g(x)=\frac1x+h(x),\qquad h(x)=-[2\gamma+\psi(1+x)+\psi(1-x)] .$$

Here $h(0)=0$ because $\psi(1)=-\gamma$, and $h$ is even in $x$, so it starts at order $x^2$. Close to a plane the electron feels the single-surface law $-C/4z$.

**Q:** Everything still scales as $1/s$ at fixed $z/s$. Why is the correction to the exponent not a constant again?

**A:** That scaling argument is the one behind the flat model. To first order the action loses $\int|V|\,dz/2\sqrt\phi$. If $V$ is $1/s$ times a bounded function of $z/s$, the integral does not depend on $s$. But $1/z$ is not integrable at the planes. The barrier integral stops at the turning point, near

$$z_0=\frac{C}{4\phi},$$

and this distance does not grow with the gap. Each tail therefore contributes about $\tfrac C4\ln(s/2z_0)$. The mean lowering contains $\ln s/s$ as well as $1/s$.

For the full result, put $\epsilon=z_0/s$, so $U=\phi[1-\epsilon g(x)]$. By symmetry $S$ is twice the integral over the left half. Treat the $1/x$ part without expansion, since it is large at the turning point:

$$\int\sqrt{1-\frac\epsilon x}\,dx=\sqrt{x(x-\epsilon)}-\epsilon\ln\!\left(\sqrt x+\sqrt{x-\epsilon}\right).$$

To verify, differentiate: the first term gives $(2x-\epsilon)/2\sqrt{x(x-\epsilon)}$, the second $-\epsilon/2\sqrt{x(x-\epsilon)}$, and their sum is $\sqrt{(x-\epsilon)/x}$. Between $\epsilon$ and $\tfrac12$, to first order in $\epsilon$ apart from the logarithm,

$$\int_\epsilon^{1/2}\sqrt{1-\frac\epsilon x}\,dx=\frac12-\frac\epsilon2-\frac\epsilon2\ln\frac2\epsilon+O(\epsilon^2).$$

The remaining part $h$ may be expanded, because it vanishes as $x^2$ where the root is small. It adds $-\tfrac\epsilon2\int_0^{1/2}h\,dx$, with

$$\int_0^{1/2}h\,dx=-\gamma-\ln\frac{\Gamma(3/2)}{\Gamma(1/2)}=\ln2-\gamma ,$$

since $\psi$ is the derivative of $\ln\Gamma$ and $\Gamma(3/2)=\tfrac12\Gamma(1/2)$. Adding the pieces and multiplying by $2s\sqrt\phi$,

$$S=\sqrt\phi\left\{s-z_0\left[\ln\frac{4s}{z_0}+1-\gamma\right]\right\}+O(1/s).$$

Now differentiate. The constants disappear and the logarithm leaves $1/s$:

$$\sqrt{\phi_{\rm app}}=\sqrt\phi\left(1-\frac{z_0}{s}\right)+O(1/s^2),\qquad \phi_{\rm app}=\phi-\frac{C}{2s}+O(1/s^2),$$

where the last step used $2\phi z_0=C/2$. There is a first-order shift, and it is downward.

**Q:** How large is it for my junction?

**A:** Keep $\phi=4.7$ eV and $s=0.8$ nm, a gap typical of imaging rather than of moving atoms. Then $z_0=1.440/(4\times4.7)=0.0766$ nm, and the bracket is $\ln(3.2/0.0766)+0.423=4.155$. The action law gives

$$S\approx2.168\,(0.8-0.0766\times4.155)=1.044\ \mathrm{nm\,eV^{1/2}},$$

against 1.734 without images. Numerical quadrature of the full barrier gives 1.049, so I use that. The effective barrier is $(1.049/0.8)^2=1.72$ eV, a drop of 2.98 eV. This exceeds the mid-gap lowering because the barrier is lower still towards the planes, and because $\phi_{\rm eff}$ counts the loss of width at both ends as a loss of height.

The first-order slope law gives $4.7-0.90=3.80$ eV. Differentiating the quadrature numerically gives 3.83 eV, a drop of 0.87 eV. The slope thus shows 29% of the effective lowering. That is a strong suppression, but the shift is still 70% of the mid-gap lowering, so I would not call it negligible.

**Q:** Does it go away if I retract?

**A:** Slowly. These values come from quadrature at fixed $\phi=4.7$ eV:

| $s$ (nm) | $\phi_{\rm eff}$ (eV) | $\phi_{\rm app}$ (eV) |
|---|---|---|
| 0.6 | 1.23 | 3.55 |
| 1.0 | 2.09 | 3.99 |
| 3.0 | 3.48 | 4.46 |
| 10 | 4.23 | 4.63 |

Squaring $S/s$ to leading order gives $\phi-\phi_{\rm eff}\approx(C/2s)[\ln(4s/z_0)+1-\gamma]$. At wide gaps the apparent lowering is smaller by the factor in brackets, which grows without limit, but as a logarithm. At your gap this leading form overshoots: at 0.8 nm it gives a lowering of 3.74 eV against 2.98 eV and a factor of 4.2 against 3.4, while at 10 nm the factor is 6.7 against 6.5. In that weak, relative sense the cancellation you were told of improves at wide gaps, where both shifts are themselves becoming small.

At the other end, the laws need $s\gg z_0$. The classical barrier vanishes altogether when $C\ln2/s=\phi$, at $s=0.21$ nm, and the tunnelling picture has failed before that.

**Q:** My plots of $\ln I$ are straight. Would I not see a logarithm?

**A:** Not easily. The action law means

$$T\propto s^{p}\,e^{-A\sqrt\phi\,s},\qquad p=A\sqrt\phi\,z_0=\frac{AC}{4\sqrt\phi}=1.70 .$$

Over a short range $\ln s$ is nearly linear and merges with the exponential. I fitted a line to 41 equally spaced values of $\ln T$ from 0.6 to 1.0 nm, computed by quadrature. The largest misfit is 0.04, or about 4% in current, while the line yields 3.81 eV. A straight plot therefore does not show that the apparent barrier equals $\phi$.

**Q:** The classical image law cannot hold right at the surface. Can I trust these numbers?

**A:** The slope more than the current. A change of potential confined to a fixed distance from each plane alters $S$ by an amount nearly independent of $s$, so the slope hardly sees it. The logarithm comes from the tail further out.

As a trial, replace $1/z$ in the nearest image term of each plane by $(1-e^{-\lambda z})/z$, with $\lambda=10\ \mathrm{nm^{-1}}$ as a round choice. At the same gap the effective barrier rises from 1.72 to 2.78 eV, while the apparent barrier changes from 3.83 to 3.82 eV. The current gain over the image-free barrier is $\exp[10.25\,(1.734-1.049)]\approx1100$ for the sharp potential, but about 60 for the softened one. For $\lambda$ from 5 to $40\ \mathrm{nm^{-1}}$ the gain runs from 13 to about 1000, while the apparent barrier stays between 3.81 and 3.83 eV. The gain is therefore an estimate that depends on the surface model.

WKB itself is a small worry for the slope, though the prefactors it leaves out also affect the gain. I also solved the Schrödinger equation through the sharp barrier, cut into thin constant slices and floored at the band bottom, 7 eV below the Fermi level. Its slope gives 3.82 eV at 0.8 nm for band depths from 3 to 10 eV, but its gain over an abrupt image-free barrier is about 375 for the 7 eV band, not 1100.

**Q:** What does a real junction add?

**A:** My inputs are rough values for tungsten imaging copper: a mean barrier of 4.7 eV and a gap of 0.8 nm between image planes. The nuclei are further apart than that, since the image planes lie outside them. Moving an atom usually takes a closer tip, and these numbers should not be carried over to it. The largest correction among those I have sized is transverse motion. An electron at the Fermi level with transverse energy $E$ has that much less for crossing, so its barrier is $\phi+E$. Without images, a planar junction then carries

$$I\propto\int_0^\infty e^{-As\sqrt{\phi+E}}\,dE\approx\frac{2\sqrt\phi}{As}\,e^{-As\sqrt\phi},$$

using $\sqrt{\phi+E}\approx\sqrt\phi+E/2\sqrt\phi$. The factor $1/s$ steepens the slope, whereas the image factor $s^{1.70}$ flattens it. Numerical integration over $E$ up to 5 eV gives an apparent barrier of 5.27 eV without images and 4.30 eV with them. Images still lower it by nearly 1 eV, but the result lies just 0.4 eV below $\phi$. In a planar junction, an apparent barrier near the work function can thus hide two opposing shifts. This assumes free-electron states at every transverse energy. Cu(111) has no bulk states near normal incidence at the Fermi level, and a sharp tip restricts transverse motion differently, so the balance in a real junction may differ.

The other effects are smaller, each taken alone from the 3.83 eV of normal incidence. For an electron starting at the emitter's Fermi level, a bias of 0.1 V lowers the apparent barrier by 0.05 eV. A work function difference of 0.4 eV at fixed mean changes it by about 0.001 eV, and thermal smearing at 300 K by 0.005 eV. Replacing copper by a dielectric with silicon's permittivity, about 11.7, weakens its images by the factor $(11.7-1)/(11.7+1)=0.84$ and gives 3.90 eV at the same $\phi$ and $s$. That bears on hydrogen-resist lithography on silicon, although writing there uses a bias of volts and the bands bend, which this low-bias model omits. I have not sized tip curvature, the delayed response of the metal, or forces that make the gap change differ from the piezo travel.

**Q:** If the slope hides most of the lowering, can I recover it from the absolute current?

**A:** Not from this curve alone, because you do not know the zero of $s$ well enough. Without images, $\ln I$ changes by $A\sqrt\phi=22.2$ per nanometre. At 0.8 nm the sharp image potential changes $\ln I$ by 7.0 in the WKB exponent, the same as moving an image-free tip closer by $7.0/22.2=0.32$ nm. An error in the assumed contact point can imitate the constant part of that change. The part that varies with $s$ is mainly the logarithm, and in this static two-plane model it is what lowers the slope. In your junction the effects I have not sized act on the slope as well.
